# Reproducible Clebsch-Gordan coefficients for finite point groups by projection and transfer

## The decision that depends on the convention

Suppose a calculation stores reduced matrix elements for an $H$ multiplet of an icosahedral system, coupled by a set of operators that also transforms as $H$. Two numbers are needed, because $H\otimes H$ contains $H$ twice. May these numbers be used later with newly computed coupling coefficients?

They may if both runs use the same basis for the two copies of $H$. A diagonalization alone does not guarantee this, since the two copies belong to one degenerate eigenvalue. In the example below, two reasonable bases differ by a rotation of $22.7^\circ$. Using the parameters of one with the coefficients of the other can give matrix elements wrong by 39% of their norm. The scheme below fixes the basis by a rule that does not depend on the eigensolver.

## Input and conventions

The group $G$ is a finite point group or a finite double group, with $|G|$ elements. For each irrep $a$, of dimension $d_a$, unitary matrices $D^a(g)$ are given once and kept. They act on basis vectors as

$$g\,e^a_i=\sum_{i'}e^a_{i'}D^a_{i'i}(g).$$

On the product space the matrices are $M(g)=D^a(g)\otimes D^b(g)$, of size $N=d_ad_b$. The product index is $x=(i,j)$, with $j$ running fastest.

The coefficients $C^r_{x,k}$ of $a\otimes b\to c$ carry a copy label $r=1,\dots,m$. For fixed $r,k$ they form a column $C^r_k$. The columns must be orthonormal and transform as irrep $c$:

$$M(g)\,C^r_k=\sum_l C^r_l\,D^c_{lk}(g). \tag{1}$$

The results are reproducible relative to the irrep matrices, their component order, the factor order and the choice of component 1 as seed.

## Projector and transfer operators

Define

$$P_{kl}=\frac{d_c}{|G|}\sum_g D^c_{kl}(g)^*M(g). \tag{2}$$

Their algebra rests on Schur's lemma. For any matrix $X$, the sum $\sum_gD^c(g)XD^c(g)^\dagger$ commutes with all $D^c(h)$, so it is a multiple of the identity. Its trace is $|G|\,\mathrm{tr}X$. Taking $X$ with a single unit entry at $(m,l)$ gives

$$\sum_gD^c_{pm}(g)D^c_{kl}(g)^*=\frac{|G|}{d_c}\delta_{pk}\delta_{ml}. \tag{3}$$

For two inequivalent irreps the corresponding sum vanishes, again by Schur's lemma.

In the product

$$P_{kl}P_{mn}=\frac{d_c^2}{|G|^2}\sum_{g,h}D^c_{kl}(g)^*D^c_{mn}(h)^*M(gh)$$

set $u=gh$. Unitarity gives $D^c_{mn}(g^{-1}u)^*=\sum_pD^c_{pm}(g)D^c_{pn}(u)^*$. Equation (3) then performs the sum over $g$:

$$P_{kl}P_{mn}=\delta_{lm}P_{kn}. \tag{4}$$

For the adjoint, use $M(g)^\dagger=M(g^{-1})$, rename $g\to g^{-1}$, and insert $D^c_{kl}(g^{-1})=D^c_{lk}(g)^*$. The result is $P_{kl}^\dagger=P_{lk}$.

Hence $P_{11}^2=P_{11}=P_{11}^\dagger$: it is an orthogonal projector with eigenvalues 0 and 1. Its rank is the multiplicity. By (4), $\mathrm{tr}P_{kk}=\mathrm{tr}(P_{k1}P_{1k})=\mathrm{tr}(P_{1k}P_{k1})=\mathrm{tr}P_{11}$, so summing over $k$ and dividing by $d_c$ yields

$$m=\mathrm{tr}P_{11}=\frac1{|G|}\sum_g\chi_c(g)^*\chi_a(g)\chi_b(g). \tag{5}$$

Let $w_1,\dots,w_m$ be an orthonormal basis of the range of $P_{11}$. The coefficients are

$$C^r_k=P_{k1}w_r. \tag{6}$$

**Covariance.** Put $u=hg$ in $M(h)P_{k1}$. Since $D^c_{k1}(h^{-1}u)^*=\sum_lD^c_{lk}(h)D^c_{l1}(u)^*$, we have $M(h)P_{k1}=\sum_lP_{l1}D^c_{lk}(h)$. Acting on $w_r$ gives (1).

**Orthonormality.** $C_k^{r\dagger}C_l^s=w_r^\dagger P_{1k}P_{l1}w_s=\delta_{kl}w_r^\dagger P_{11}w_s=\delta_{kl}\delta_{rs}$. Columns belonging to different irreps are orthogonal because the sum replacing (3) vanishes.

**Completeness.** The character of the regular representation gives $\sum_cd_c\chi_c(g)^*=|G|\delta_{g,e}$. With (5), $\sum_cm_cd_c=\chi_a(e)\chi_b(e)=N$, so all columns together form a square unitary matrix.

Transfer fixes the relative phases of partner components. Diagonalizing each $P_{kk}$ separately and choosing its phase separately loses this information.

## Fixing phase and multiplicity basis

If $V$ contains the computed unit eigenvectors as columns, $VU$ is equally valid for every unitary $m\times m$ matrix $U$. For $m=1$ this is a phase. The projector $VV^\dagger$ does not change, so a rule based on it removes the ambiguity.

Run through the product basis vectors $e_1,e_2,\dots$ and apply Gram-Schmidt orthogonalization to $p_j=VV^\dagger e_j$, skipping dependent vectors. Let $j_r$ be the index at which $w_r$ is accepted, and $\rho_r>0$ the norm of the residual there.

The components of $w_r$ are $e_j^\dagger w_r=p_j^\dagger w_r$, because $w_r$ lies in the projected space. For $j<j_r$, $p_j$ is a combination of earlier $w_s$, so this component is zero. At $j=j_r$ it equals $\rho_r$. Thus each vector starts with a positive entry, and the starting positions increase strictly.

Only one orthonormal basis has this echelon form. For any such basis, $p_j=\sum_sw_s(e_j^\dagger w_s)^*$. At the starting position of $w_r$, all later vectors have zero entries. The part of $p_{j_r}$ orthogonal to the earlier vectors is therefore a positive multiple of $w_r$, which is the Gram-Schmidt result. Induction over $r$ completes the proof.

**Equal factors.** If $a=b$, with identical matrices, the exchange $S$, $S(e_i\otimes e_j)=e_j\otimes e_i$, commutes with $M(g)$ and hence with $P_{kl}$. Use $P_{11}(1+S)/2$ first and $P_{11}(1-S)/2$ second, with the echelon rule inside each sector. Because $S$ commutes with the transfer operators, all components of a copy have the same exchange sign.

The numbers $m_\pm$ of symmetric and antisymmetric copies follow from $\mathrm{tr}[SM(g)]=\sum_{ij}D^a_{ij}(g)D^a_{ji}(g)=\chi_a(g^2)$. The trace argument before (5) still works with $S$ inserted, so

$$m_+-m_-=\frac1{|G|}\sum_g\chi_c(g)^*\chi_a(g^2). \tag{7}$$

The group $T$ shows what this splitting adds. The unsplit rule also gives valid and unique coefficients, but its copies need not have a definite exchange sign. In $T\otimes T\to2T$, the seed space consists of products that transform as $x$ under the twofold rotations: $yz$ and $zy$. The unsplit echelon rule returns these two products, each with $\langle S\rangle=0$. The split rule returns copies with $\langle S\rangle=1$ and $-1$.

## Pseudocode

```
COUPLE(A, B, C):
    for g in G:  M[g] = kron(A[g], B[g])
    for k in 1..dim(C):
        P[k] = dim(C)/|G| * sum_g conj(C[g][k,1]) * M[g]
    sectors = [(1+S)/2, (1-S)/2] if A is B else [1]
    W = empty
    for Z in sectors:
        V = eigenvectors of P[1] Z with eigenvalue > 1/2
        append ECHELON(V) to W
    return P[k] W for all k

ECHELON(V):                 # V is N by m
    Q = empty
    for j in 1..N:
        if Q has m columns: stop
        x = conj(row j of V)          # V^dagger e_j
        for q in Q:  x = x - q (q^dagger x)
        if norm(x) > 1e-7: append x/norm(x) to Q
    return V Q
```

`ECHELON` works with vectors of length $m$. This is equivalent to the rule above because multiplication by $V$ preserves inner products.

## A case to do by hand

Take $E\otimes E\to E$ in $C_{3v}$, with components $x,y$. Let $c=\cos\theta$, $s=\sin\theta$, $\theta=0,\pm120^\circ$. The rotations and reflections are

$$\begin{pmatrix}c&-s\\s&c\end{pmatrix},\qquad\begin{pmatrix}c&s\\s&-c\end{pmatrix}.$$

The prefactor is $2/6=1/3$, and $D_{11}=c$ in both sets. Therefore

$$(P_{11})_{11,11}=\tfrac13\cdot2\sum_\theta c^3=\tfrac23\left(1-\tfrac18-\tfrac18\right)=\tfrac12,$$

$$(P_{11})_{11,22}=\tfrac13\cdot2\sum_\theta cs^2=\tfrac23\cdot2\left(-\tfrac12\right)\tfrac34=-\tfrac12.$$

The $(22,22)$ entry is also $1/2$, because $D_{22}^2=c^2$. Entries within the pair $12,21$ cancel between rotations and reflections; entries linking this pair to $11,22$ are odd in $\theta$ and vanish. The first projected vector is $(1/2,0,0,-1/2)$, so $w=(1,0,0,-1)/\sqrt2$.

Written as a $2\times2$ matrix, $w=\sigma_z/\sqrt2$, with $\sigma_z=\mathrm{diag}(1,-1)$. Both kinds of element turn it into

$$\frac1{\sqrt2}\begin{pmatrix}\cos2\theta&\sin2\theta\\\sin2\theta&-\cos2\theta\end{pmatrix}.$$

For the transfer, $D_{21}=s$. The diagonal sum $\sum_\theta s\cos2\theta$ vanishes, while $\frac13\cdot2\sum_\theta s\sin2\theta=\frac23(-\frac32)=-1$. The partner is $-(e_1e_2+e_2e_1)/\sqrt2$. Up to normalization, the pair is $(x^2-y^2,-2xy)$. The minus sign follows from the transfer and may not be changed separately.

## The icosahedral product $H\otimes H$

The $H$ basis used here consists of symmetric traceless tensors: $H_1\propto2x^2-y^2-z^2$, $H_2\propto xy$, $H_3\propto xz$, $H_4\propto y^2-z^2$, $H_5\propto yz$, all with positive factors. The icosahedron is oriented with twofold axes along $x,y,z$, a threefold axis along $(1,1,1)$ and a fivefold axis along $(0,1,\varphi)$, $\varphi=(1+\sqrt5)/2$. The coefficients below depend on this orientation.

The characters of $H$ are 5 for the identity, 0 for the 24 fivefold rotations, $-1$ for the 20 threefold rotations and 1 for the 15 twofold rotations. Equations (5) and (7) give

$$m=\frac{5^3+20(-1)^3+15}{60}=2,$$

$$m_+-m_-=\frac{5\cdot5+20(-1)(-1)+15\cdot1\cdot5}{60}=2.$$

Both copies are symmetric, so exchange cannot distinguish them. For $G$, by contrast, there is one copy of each sign. The full content is $A+T_1+T_2+2G+2H$, with dimension $1+3+3+8+10=25$.

The echelon rule gives these seed coefficients ($k=1$). An entry $14$ stands for both $14$ and $41$.

| $ij$ | $r=1$ | $r=2$ |
|---|---:|---:|
| 11 | 0.57960 | 0 |
| 14 | 0.15661 | 0.37354 |
| 22 | 0.36955 | 0.19021 |
| 33 | 0.00787 | −0.67245 |
| 44 | −0.57960 | 0 |
| 55 | −0.37741 | 0.48224 |

The first vector starts at $11$, the second at $14$, both positively. Their overlap is $2(0.15661)(0.37354)+(0.36955)(0.19021)-(0.00787)(0.67245)-(0.37741)(0.48224)=0.0000$ to four decimals.

**A physical alternative.** These $H$ tensors are also the five components of an $l=2$ object under all rotations. The total squared angular momentum $J^2$ of two such objects commutes with $M(g)$, and so with $P_{kl}$. Its matrix between copies,

$$C_k^{r\dagger}J^2C_k^s=w_r^\dagger P_{1k}J^2P_{k1}w_s=w_r^\dagger J^2w_s,$$

is the same for every $k$. Numerically,

$$J^2=\hbar^2\begin{pmatrix}8.09302&4.99215\\4.99215&17.90698\end{pmatrix}.$$

Its eigenvalues are $6\hbar^2$ and $20\hbar^2$, belonging to total angular momentum 2 and 4. For the lower one, $(8.09302-6)\alpha+4.99215\beta=0$, so $\beta/\alpha=-0.41926$. Normalization with $\alpha>0$ gives

$$C^{(2)}_k=0.92222\,C^1_k-0.38665\,C^2_k,$$

a rotation by $-22.746^\circ$.

This can be checked without group averaging. If $Q_i$ is the normalized $3\times3$ matrix of $H_i$, then $t_{ij,k}=\mathrm{tr}(Q_iQ_jQ_k)$ is unchanged by any common rotation, so it couples two $l=2$ objects to $l=2$. For $k=1$ its nonzero entries are in the ratio

$$t_{11}:t_{22}:t_{33}:t_{44}:t_{55}=2:1:1:-2:-2.$$

The norm of this list is $\sqrt{14}$, so the $11$ coefficient must be $2/\sqrt{14}=0.5345$ and the $14$ coefficient zero. The combination gives $0.92222\times0.57960=0.5345$ and $0.92222\times0.15661-0.38665\times0.37354=0.0000$.

Neither basis is required by icosahedral symmetry. The angular-momentum basis is useful when the objects have a meaningful $l$; the echelon basis needs only the irrep matrices.

## What happens to stored parameters

Let operators $O_j$ transform as $b$, and let $A_{k,x}=\langle ck|O_j|ai\rangle$ with $x=(i,j)$. Transforming states and operators together leaves the matrix element unchanged:

$$A_{k,x}=\sum_{l,y}D^c_{lk}(g)^*A_{l,y}M_{yx}(g).$$

Averaging over $g$ replaces $D^{c*}_{lk}M$ by $P_{lk}/d_c$. From (4) and (6), $P_{lk}=P_{l1}P_{11}P_{1k}=\sum_rC^r_lC_k^{r\dagger}$. Hence

$$A_{k,x}=\sum_rR_r\,C^{r*}_{x,k},\qquad R_r=\frac1{d_c}\sum_{l,y}A_{l,y}C^r_{y,l}. \tag{8}$$

This is the Wigner-Eckart theorem with $m$ reduced elements $R_r$.

Any other valid coefficients $C'$ are related to $C$ by a constant matrix in copy space. Indeed, (1) and (3) give $P_{k1}C'^s_1=C'^s_k$; the seeds $C'^s_1$ lie in the range of $P_{11}$, so $C'^s_1=\sum_rC^r_1U_{rs}$, and transfer carries the same unitary $U$ to every $k$. By (8), the parameters change as $R'_s=\sum_rR_rU_{rs}$.

For $R=(1,0)$ in the echelon basis, the angular-momentum basis requires $R'=(0.92222,0.38665)$, with the $l=4$ copy chosen as $0.38665\,C^1+0.92222\,C^2$. Keeping $(1,0)$ instead causes a relative error of $\sqrt{0.07778^2+0.38665^2}=0.394$ in the norm of $A$. This is the 39% quoted at the start.

## Preparing the irrep matrices

Missing irreps can be extracted from products of known ones, provided they occur in such products. Repeated products starting from $E$ of $C_{3v}$, $T$ of $T$, $T_1$ of $I$ or the spin-$\tfrac12$ irrep of the double group of $O$ reach all irreps of these groups. Products of single-valued irreps never contain a spinor irrep, and products of $A_1$ and $A_2$ of $C_{3v}$ never contain $E$. The sum of the matrices in a class $K$ commutes with the representation. On irrep $c$ it is therefore a number, and its trace shows that this number is $|K|\chi_c(K)/d_c$. Eigenspaces of the class sum separate irreps for which these numbers differ; the echelon rule then fixes their bases.

A class sum is Hermitian if the class contains the inverses of its elements. Otherwise, with class sum $Z$, use the Hermitian operators $Z+Z^\dagger$ and $i(Z-Z^\dagger)$. A class sum cannot separate repeated copies of one irrep, so choose a product in which the wanted irrep occurs once.

Improper operations enter (2) like any others. If $G$ is a rotation group times inversion, the sum over inversion gives a factor $(1+\pi_a\pi_b\pi_c)/2$, where each $\pi=\pm1$ is a parity. The rotational coefficients remain valid when $\pi_c=\pi_a\pi_b$; otherwise the coupling vanishes. For spinors, sum over the whole double group.

## Cost and stability

Forming all $P_{k1}$ costs about $d_c|G|N^2$ multiplications, and diagonalization scales as $N^3$. For $H\otimes H\to H$ these are $5\cdot60\cdot25^2=187{,}500$ and $25^3=15{,}625$, the latter without its prefactor. Since that prefactor is omitted, and equal factors need one diagonalization per exchange sector, these numbers do not decide which step costs more. The storage for group averaging can be reduced by accumulating one group element at a time.

The eigenvalue decision is well conditioned: exact eigenvalues are 0 or 1, and the computed ones deviate by at most $2.9\times10^{-15}$. The echelon decision is more delicate, since a genuine residual may be small. Over the groups $C_{3v}$, $T$, $I$ and the double group of $O$, the smallest accepted residual was 0.0675 and the largest rejected one $7.8\times10^{-15}$. The threshold $10^{-7}$ lies well between them. For other irrep matrices this gap should be inspected again.

The numerical check mixes degenerate eigenvectors by random unitary matrices; the final coefficients change by at most $6.6\times10^{-16}$. It also tests covariance for every element of these groups, and recovers the two-dimensional solution space of $H\otimes H\to H$ directly from (1) for two generators.

## Failure modes

- **Separate component phases.** In $T_1\otimes T_1\to T_1$ of $I$, the correct result is the cross product. Its second component is $(e_3e_1-e_1e_3)/\sqrt2$. A separate positive-first-entry rule reverses this sign, and (1) then fails by up to $2/\sqrt2=1.4142$ in a single entry.
- **Missing complex conjugation.** Using $D^c$ instead of $D^{c*}$ in (2) projects onto the conjugate irrep. Real matrices do not reveal the fault; the complex one-dimensional irreps of $T$ do.
- **Equivalent but unequal factors.** If the two factors use different matrices for the same irrep, $S$ need not commute with $M(g)$. Bring them to the same matrices first.
- **Reversed factors.** For $a\ne b$, a fresh calculation of $b\otimes a$ orders the product basis differently. In $I$, with $T_1$ the rotation matrices, $H$ as above, and $T_2$ and $G$ extracted from $H\otimes T_1$ with the echelon rule, 4 of 24 couplings then differ from the permuted $a\otimes b$ result: three by a sign, and $G\otimes H\to2H$ by a mixing of the two copies. The count depends on the irrep matrices. Store one order and define the other by exchanging $i$ and $j$.
- **Inaccurate input.** Errors in the irrep matrices larger than the threshold can make a dependent vector look independent. Check unitarity, the group products and orthogonality (3) before coupling.

## Computed values

```
All coefficients are pure numbers; (ij) labels a product of components
C3v: 6 elements, 3 irreps, 11 nonzero couplings
T: 12 elements, 4 irreps, 19 nonzero couplings
O double: 48 elements, 8 irreps, 118 nonzero couplings
I: 60 elements, 5 irreps, 65 nonzero couplings
largest covariance error: 3.0e-15
largest unitarity error: 5.2e-15
largest scramble error: 6.6e-16
largest distance of a projector eigenvalue from 0 or 1: 2.9e-15
echelon residuals: smallest accepted 0.0675, largest rejected 7.8e-15
C3v, E x E -> E: projector P_11, basis order 11,12,21,22
   0.5000  0.0000  0.0000 -0.5000
   0.0000  0.0000  0.0000  0.0000
   0.0000  0.0000  0.0000  0.0000
  -0.5000  0.0000  0.0000  0.5000
  k=1: +0.70711(11) -0.70711(22)
  k=2: -0.70711(12) -0.70711(21)
T, T x T -> 2T, <S> of copies: without splitting [0. 0.] with [ 1. -1.]
copies symmetric+antisymmetric under exchange:
  O double, G8 x G8 -> A1:0+1 A2:1+0 E:0+1 T1:2+0 T2:1+1
  I, H x H -> A:1+0 T1:0+1 T2:0+1 G:1+1 H:2+0
I, T1 x T1 -> T1, k=1: +0.70711(23) -0.70711(32)
I, T1 x T1 -> T1, k=2: -0.70711(13) +0.70711(31)
I, T1 x T1 -> T1, k=3: +0.70711(12) -0.70711(21)
  covariance error if each P_kk gets its own phase: 1.4142
H components as tensors, 1=x 2=y 3=z; (ij), i<j, stands for both orders
  H1: +0.81650(11) -0.40825(22) -0.40825(33)
  H2: +0.70711(12)
  H3: +0.70711(13)
  H4: +0.70711(22) -0.70711(33)
  H5: +0.70711(23)
I, H x H -> 2H (both symmetric; (ij), i<j, stands for both orders)
  r=1 k=1: +0.57960(11) +0.15661(14) +0.36955(22) +0.00787(33) -0.57960(44) -0.37741(55)
  r=1 k=2: +0.36955(12) +0.22244(24) +0.56032(35)
  r=1 k=3: +0.00787(13) +0.56032(25) -0.43126(34)
  r=1 k=4: +0.15661(11) -0.57960(14) +0.22244(22) -0.43126(33) -0.15661(44) +0.20882(55)
  r=1 k=5: -0.37741(15) +0.56032(23) +0.20882(45)
  r=2 k=1: +0.37354(14) +0.19021(22) -0.67245(33) +0.48224(55)
  r=2 k=2: +0.19021(12) -0.66666(24) +0.13921(35)
  r=2 k=3: -0.67245(13) +0.13921(25) +0.16861(34)
  r=2 k=4: +0.37354(11) -0.66666(22) +0.16861(33) -0.37354(44) +0.49806(55)
  r=2 k=5: +0.48224(15) +0.13921(23) +0.49806(45)
I, H x H -> 2G, k=1 (r=2: reversed order has the opposite sign)
  r=1: +0.35355(15) +0.40825(23) -0.45644(45)
  r=2: +0.35355(15) -0.54772(23) +0.27386(45)
null-space dimension from two generators: 2
J^2 in the two H copies (hbar^2): [[8.09302, 4.99215], [4.99215, 17.90698]]
  eigenvalues (hbar^2): [ 6. 20.]
  l=2 combination: +0.92222 (r=1) -0.38665 (r=2), angle -22.746 deg
I: reversed factor order changes convention in 4 of 24 couplings
```
